# Orbital and Spin Moments from Synthetic Iron L-Edge Dichroism, with Errors

## Problem

Circularly polarized X-rays excite the 2p shell of a ferromagnet into its 3d holes. The beam and the majority spin direction both lie along $z$. Let $\mu_+$ and $\mu_-$ be the absorption spectra for photon angular momentum $+1$ and $-1$ along $z$ (in units of $\hbar$), with full circular polarization. After the continuum background is removed, define

$$p=\int_{L_3}(\mu_+-\mu_-)\,dE,\qquad q=\int_{L_3+L_2}(\mu_+-\mu_-)\,dE,\qquad r=\int_{L_3+L_2}(\mu_++\mu_-)\,dE .$$

The moments are $m_{\rm orb}=\langle L_z\rangle$ and $m_{\rm spin}=2\langle S_z\rangle$ of the 3d electrons, in Bohr magnetons. They are counted positive along the majority spin; the magnetic moment vector points the other way.

The spectra are synthetic, with round iron-like parameters. Energies are measured from the $L_3$ line, and $L_2$ lies at 13 eV. The lines are Gaussians of rms width 0.9 eV ($L_3$) and 1.1 eV ($L_2$). The window runs from $-10$ to 30 eV, and the edges are divided at 6.5 eV. With the continuum step height set to 1, the white-line areas are:

| Area (eV) | $L_3$ | $L_2$ |
|---|---:|---:|
| $\mu_+$ | 7.8000 | 5.9000 |
| $\mu_-$ | 10.8667 | 3.4333 |

The hole count is $n=3.5$. Each spectrum also contains the background

$$s(E)=\tfrac23A(E)+\tfrac13A(E-13\ {\rm eV}),\qquad A(x)=\tfrac12+\tfrac1\pi\arctan\frac{x}{w},\qquad w=0.5\ {\rm eV}.$$

1. Show that $m_{\rm orb}/m_{\rm spin}=2q/(9p-6q)$, and find each moment separately. State the conditions.
2. Evaluate the moments and their ratio.
3. Find the effect of removing a step 5% too high, of placing it 0.5 eV too high in energy, and of taking $n$ too large by 0.1.
4. The independent standard errors are 2% in step height, 0.3 eV in step position and 0.1 in $n$. Find the errors of the moments and of their ratio.

## Hints

- Sum over all final states of one edge. A full core shell leaves an expectation value in the 3d holes alone.
- The combination ($L_3$ dichroism) $-\,2\,\times$ ($L_2$ dichroism) isolates the core operator $2\,\mathbf l\cdot\mathbf s$.
- Ask which of $p$, $q$, $r$ can change when the same wrong background is taken from both spectra.
- Before combining errors in a ratio, check whether they are independent.

## Solution

### 1. From areas to moments

**Reduction to holes.** Take one constant radial matrix element and neglect the variation of the photon-energy prefactor across the window. The transition operator is $T_a=\sum_{dc}\langle d|D_a|c\rangle d^\dagger c$, with $D_{\pm1}=(\hat x\pm i\hat y)/\sqrt2$ and $D_0=\hat z$, where $\hat x,\hat y,\hat z$ are components of the unit position vector. Completeness of the final states turns the area into $\langle T_a^\dagger T_a\rangle$. For a full core, $\langle c^\dagger d\,d'^\dagger c'\rangle=\delta_{cc'}\langle d\,d'^\dagger\rangle$, so

$$I_{a,j}=C\,{\rm Tr}\,[\rho\,D_aP_jD_a^\dagger],\qquad \rho_{dd'}=\langle d\,d'^\dagger\rangle .$$

Here $P_j$ projects on the core level $j=3/2$ ($L_3$) or $1/2$ ($L_2$), and $C$ is a common scale. This requires separable edges with good core $j$. To shorten the algebra I also take $\rho$ to have no spin-flip elements, and write $h_{m\sigma}$ for its diagonal, with $\sigma=\pm\frac12$. This is not a condition of the result. The 3d spin-orbit coupling that produces an orbital moment does create such elements, and the sum rules below still hold, provided $\langle T_z\rangle$ is evaluated with the full operator and not only its diagonal.

**Dipole weights.** Multiplying the $l=1$ harmonics by $D_a$ and keeping the $l=2$ part gives the squared amplitudes. For $a=+1$,

$$D_{+1}Y_{11}\to\tfrac25\ (m=2),\qquad D_{+1}Y_{10}\to\tfrac15\ (m=1),\qquad D_{+1}Y_{1,-1}\to\tfrac1{15}\ (m=0).$$

For example, $D_{+1}Y_{11}=-\sqrt{3/16\pi}\,\sin^2\theta\,e^{2i\phi}$, while $Y_{22}=\sqrt{15/32\pi}\,\sin^2\theta\,e^{2i\phi}$, and the squared ratio is $2/5$. For $a=0$ the weights are $4/15$ at $m=0$, $1/5$ at $m=\pm1$ and zero at $m=\pm2$. Reflection $m\to-m$ supplies $a=-1$. All these values are contained in

$$w_\pm=\frac{(2\pm m)(1\pm m)}{30},\qquad w_0=\frac{4-m^2}{15}.$$

**Orbital part.** Expanding the products,

$$w_+-w_-=\frac{(2+3m+m^2)-(2-3m+m^2)}{30}=\frac m5,$$
$$w_++w_-+w_0=\frac{2+m^2}{15}+\frac{4-m^2}{15}=\frac25 .$$

A full 3d shell has no net angular momentum, so the holes carry $-\langle L_z\rangle$. Therefore

$$q=-\frac C5\,m_{\rm orb},\qquad I_{\rm tot}=\frac{2C}{5}\,n,$$

where $I_{\rm tot}$ is the area summed over the three polarizations.

**Spin part.** The $L_2$ dichroism is $q-p$, so the combination in the second hint is $p-2(q-p)=3p-2q$. In the core, $\mathbf l\cdot\mathbf s=[j(j+1)-2-\frac34]/2$, which is $\frac12$ for $j=\frac32$ and $-1$ for $j=\frac12$. Hence $P_{3/2}-2P_{1/2}=2\,\mathbf l\cdot\mathbf s$. The spin-flip parts drop out of the trace, leaving $2l_zs_z$. The core orbital is $m-1$ for $a=+1$ and $m+1$ for $a=-1$, so a hole contributes

$$2\sigma[(m-1)w_+-(m+1)w_-]
=\frac{2\sigma(m^2-1)[(m+2)+(2-m)]}{30}
=\frac{4\sigma(m^2-1)}{15}.$$

This is not purely a spin. Define the magnetic dipole term $T_z=s_z-3\hat z(\hat{\mathbf r}\cdot\mathbf s)$, summed over electrons. Its diagonal element is $\sigma(1-3\langle\cos^2\theta\rangle_m)$. Integrating $|Y_{2m}|^2$ gives $\langle\cos^2\theta\rangle=\frac{11}{21},\frac37,\frac17$ for $|m|=0,1,2$, so the element equals $\frac27\sigma(m^2-2)$. Writing $m^2-1=1+(m^2-2)$,

$$\frac{4\sigma(m^2-1)}{15}=\frac4{15}\sigma+\frac{14}{15}\left[\frac27\sigma(m^2-2)\right].$$

Both spin and $T_z$ vanish for a full shell, so going from holes to electrons again reverses the sign:

$$3p-2q=-\frac{2C}{15}\left(m_{\rm spin}+7\langle T_z\rangle\right).$$

**Ratio.** For $\langle T_z\rangle=0$, dividing $m_{\rm orb}=-5q/C$ by $m_{\rm spin}=-15(3p-2q)/(2C)$ gives

$$\boxed{R=\frac{m_{\rm orb}}{m_{\rm spin}}=\frac{10q}{15(3p-2q)}=\frac{2q}{9p-6q}}$$

The scale $C$ has cancelled, so neither $n$ nor $r$ is needed. If $q=0$ while $p\ne0$, the two edges have opposite dichroism of equal size and the orbital moment vanishes.

**Separate moments.** These need $C$, and $\mu_0$ is not measured here. Its area is the mean of the other two if $\sum_{m\sigma}(m^2-2)h_{m\sigma}=0$, because $w_0-(w_++w_-)/2=(2-m^2)/10$. Then $I_{\rm tot}=3r/2$, so $C=15r/(4n)$ and, with $\langle T_z\rangle=0$,

$$m_{\rm orb}=-\frac{4qn}{3r},\qquad m_{\rm spin}=-\frac{(6p-4q)n}{r}.$$

### 2. Numbers

From the table,

$$p=7.8000-10.8667=-3.0667\ {\rm eV},$$
$$q=p+(5.9000-3.4333)=-0.6000\ {\rm eV},$$

and the four areas add to $r=28.000$ eV. Thus

$$m_{\rm orb}=\frac{4(0.600)(3.5)}{3(28.0)}=0.100,\qquad
m_{\rm spin}=\frac{(18.4-2.4)(3.5)}{28.0}=2.00,$$
$$R=\frac{-1.20}{-27.6+3.6}=0.0500 .$$

The areas were generated from a hole distribution with these moments and $\langle T_z\rangle=0$, using explicit dipole matrix elements, so the analysis returns its input. The cut lies more than five rms widths from either line. Real spectra have broader line tails and some mixing of the two core levels, which this example leaves out. It also leaves out any difference in weight between the two edges, and this is not negligible for the orbital moment. For an edge near 707 eV the photon-energy prefactor is larger at $L_2$ by $720/707=1.018$. Left uncorrected, an $L_2$ weight too large by this factor lowers $m_{\rm orb}$ by about 8% and $R$ by about 9%, while $m_{\rm spin}$ moves by only 0.5%.

### 3. Separate systematic errors

**Step height.** The background area per spectrum, $S=\int s\,dE$, follows from

$$\int A\,dx=\frac x2+\frac1\pi\left[x\arctan\frac xw-\frac w2\ln\left(1+\frac{x^2}{w^2}\right)\right].$$

It gives $S=25.57$ eV, and $B=2S=51.13$ eV for both spectra. Removing $(1+\varepsilon)s$ from each leaves $\mu_+-\mu_-$ unchanged, so $p$ and $q$ stay fixed while $r'=r-\varepsilon B$. Both moments are multiplied by

$$\frac{r}{r-\varepsilon B}=\frac{28.00}{28.00-0.05(51.13)}=1.100 .$$

They rise by 10.05%, to 0.110 and 2.20. A small relative height error is amplified by $B/r=1.83$, because the background area in this window exceeds the white-line area.

**Step position.** Removing $s(E-\Delta)$ leaves too much area when $\Delta>0$:

$$r'=r+2\int[s(E)-s(E-\Delta)]\,dE\simeq r+2G\Delta .$$

To first order the integrand is $\Delta\,s'(E)$, so $G=s(30\ {\rm eV})-s(-10\ {\rm eV})=0.980$. For $\Delta=0.5$ eV, $r'=28.98$ eV and both moments fall by 3.4%, to 0.0966 and 1.93.

**Hole count.** Both moments are proportional to $n$. The factor $3.6/3.5=1.029$ raises them by 2.9%, to 0.103 and 2.06.

In all three cases $R$ remains 0.0500.

### 4. Combined random errors

For either moment, $m\propto n/r'$ at fixed $p$ and $q$. To first order,

$$\frac{\delta m}{m}=\frac{\delta n}{n}+\frac{B\varepsilon}{r}-\frac{2G\Delta}{r}.$$

The three errors are independent, so the cross terms average to zero:

$$\left(\frac{\sigma_m}{m}\right)^2=\left(\frac{\sigma_n}{n}\right)^2+\left(\frac{B\sigma_\varepsilon}{r}\right)^2+\left(\frac{2G\sigma_\Delta}{r}\right)^2 .$$

The terms are 2.86%, 3.65% and 2.10%, hence

$$\frac{\sigma_m}{m}=\sqrt{2.86^2+3.65^2+2.10^2}\,\%=5.09\% .$$

The results are $m_{\rm orb}=0.100\pm0.005$ and $m_{\rm spin}=2.00\pm0.10$. A Monte Carlo run of the full analysis with 4000 samples gives $5.07\pm0.06$%, and averaging without linearization gives 5.12%, so the first-order formula is adequate at this error size. The figure depends on the window through $B/r$: it is 4.2% for an upper limit of 20 eV and 6.2% for 40 eV.

The two moments share the factor $n/r'$, so their errors are fully correlated and cancel in $R$. Treating them as independent would assign $R$ a false error of $\sqrt2\times5.09\%=7.2\%$. The cancellation covers these three sources; noise in $p$ and $q$ has not been included.

## Variation 1: a step left in one helicity

*Suppose 0.2% of the step remains in $\mu_+$, while the step in $\mu_-$ is removed correctly. What happens to $R$?*

The background no longer cancels in the difference. With $\eta=0.002$ and background area $S_{\rm cut}=4.446$ eV below the cut,

$$\delta p=\eta S_{\rm cut}=0.00889\ {\rm eV},\qquad \delta q=\eta S=0.05113\ {\rm eV}.$$

Let $D=9p-6q=-24.0$ eV. Differentiating $R=2q/D$,

$$\delta R=\frac{2D\,\delta q-2q(9\,\delta p-6\,\delta q)}{D^2}=\frac{18(p\,\delta q-q\,\delta p)}{D^2},$$

since the terms $\mp12q\,\delta q$ cancel. Numerically,

$$\delta R=\frac{18[-3.0667(0.05113)+0.6000(0.00889)]}{24.0^2}=-0.0047 .$$

The full analysis gives $R=0.0453$, a fall of 9.4%. The orbital moment drops by 8.7%, while the spin moment rises by 0.8%. The orbital moment suffers because $q$ is the small remainder of two larger edge areas of opposite sign, $-3.07$ and $+2.47$ eV, and $\delta q$ is 8.5% of it.

## Variation 2: a nonzero magnetic dipole term

*Suppose $\langle T_z\rangle\ne0$, with the other assumptions kept. Does the ratio still protect the result?*

No. The spin combination now measures $m_{\rm spin}+7\langle T_z\rangle$, so

$$\frac{2q}{9p-6q}=\frac{m_{\rm orb}}{m_{\rm spin}+7\langle T_z\rangle},\qquad
\frac{m_{\rm orb}}{m_{\rm spin}}=\frac{2q}{9p-6q}\left(1+\frac{7\langle T_z\rangle}{m_{\rm spin}}\right).$$

The relation $q=-Cm_{\rm orb}/5$ is unchanged. The form normalized by $r$ still needs $\sum_{m\sigma}(m^2-2)h_{m\sigma}=0$, which with $\langle T_z\rangle\ne0$ requires opposite anisotropies in the two spin channels. If the minority holes alone carry $7\langle T_z\rangle=0.102$, that form returns $m_{\rm orb}=0.0993$ in place of 0.1000; the ratio formula above is unaffected. A dipole term of size $|\langle T_z\rangle|=0.102/7=0.015$ shifts the apparent spin moment by as much as its standard error in part 4. Unlike that error, this shift does not cancel in the ratio, and better knowledge of $n$ or of the background does not remove it.

## Computed results

```
Areas use unit continuum-step height; muB = Bohr magneton
Input holes: 3.50
Input spin moment: 2.0000 muB
Input orbital moment: 0.1000 muB
L3-L2 splitting: 13.0 eV
Gaussian rms widths L3, L2: 0.9, 1.1 eV
Arctangent step width: 0.5 eV
Window and L3/L2 cut: -10.0 to 30.0, 6.5 eV
Isotropic white-line area per hole: 4.0 eV
White-line area mu_plus L3: 7.8000 eV
White-line area mu_plus L2: 5.9000 eV
White-line area mu_minus L3: 10.8667 eV
White-line area mu_minus L2: 3.4333 eV
p: -3.0667 eV
q: -0.6000 eV
r: 28.0000 eV
Recovered orbital moment: 0.1000 muB
Recovered spin moment: 2.0000 muB
Recovered orbital/spin ratio: 0.05000
Step area S per helicity: 25.5662 eV
Step area S_cut up to the cut: 4.4460 eV
Step area B for both helicities: 51.1323 eV
Height-error amplification B/r: 1.8262
Step rise G across window: 0.9804
Step height +5%: r = 25.4434 eV, ratio = 0.05000
  orbital = 0.11005 muB, spin = 2.2010 muB
  changes: orbital 10.05%, spin 10.05%
Step shift +0.5 eV: r = 28.9806 eV, ratio = 0.05000
  orbital = 0.09662 muB, spin = 1.9323 muB
  changes: orbital -3.38%, spin -3.38%
Hole count +0.1: r = 28.0000 eV, ratio = 0.05000
  orbital = 0.10286 muB, spin = 2.0571 muB
  changes: orbital 2.86%, spin 2.86%
Step left in mu_plus 0.2%: r = 28.0511 eV, ratio = 0.04531
  orbital = 0.09131 muB, spin = 2.0152 muB
  changes: orbital -8.69%, spin 0.76%
Mismatch delta p, delta q: 0.00889, 0.05113 eV
Ratio change full, linear: -0.00469, -0.00473
Ratio change relative to ratio: -9.38 %
Standard error of step height: 2.0 %
Standard error of step position: 0.3 eV
Standard error of hole count: 0.1
Relative moment error from hole count: 2.86 %
Relative moment error from step height: 3.65 %
Relative moment error from step position: 2.10 %
Combined relative moment error: 5.09 %
Monte Carlo relative moment error: 5.07 %
Monte Carlo samples: 4000
Orbital moment standard error: 0.00509 muB
Spin moment standard error: 0.1018 muB
Correlation of the two moment errors: 1.000000
Largest general sum-rule error: 1.8e-15
```
